# Site-by-Site Heat-Bath Sampling of Hirsch Fields in Constrained-Path Monte Carlo

Electrons hop on a lattice and repel each other when two of them meet on a site. Without the repulsion, a Slater determinant stays a single determinant under imaginary-time evolution. The repulsion turns it into a sum of determinants, one for each setting of an Ising-like field on all sites. With $M$ sites there are $2^M$ settings per time slice, so for large $M$ the sum must be sampled. Drawing the fields blindly puts the whole change of overlap with a trial state into the walker's weight, which then fluctuates from path to path. How can the useful fields be favoured, without computing $2^M$ overlaps and without changing the sum?

## The setting

The Hubbard Hamiltonian is $H=K+V$, where $K$ is nearest-neighbour hopping with amplitude $-t$ and $V=U\sum_i n_{i\uparrow}n_{i\downarrow}$ with $U>0$. Energies are in units of $t$ and imaginary times in units of $1/t$. One time slice is

$$e^{-\Delta\tau K/2}\,e^{-\Delta\tau V}\,e^{-\Delta\tau K/2}.$$

Reversing the sign of $\Delta\tau$ inverts this product, so its logarithm is odd in $\Delta\tau$. It therefore differs from $e^{-\Delta\tau H}$ first at order $\Delta\tau^3$. The sampling below concerns the split slice and does not remove this error.

A walker $\phi$ is a pair of real matrices $\phi_\sigma$, with $M$ rows (sites) and $N_\sigma$ columns (occupied orbitals). A fixed trial determinant $\psi$ has the same form. Their overlap is

$$O(\phi)=\det S_\uparrow\,\det S_\downarrow,\qquad S_\sigma=\psi_\sigma^T\phi_\sigma .$$

The population represents the many-electron state as a sum of $w\,\phi/O(\phi)$ over walkers, with weights $w>0$. The constraint admits walkers with $O(\phi)>0$ alone.

## One site, by hand

**The field.** Take $a>0$ with $a^2=1-e^{-\Delta\tau U}$ and, for $x=\pm1$, set

$$b_\uparrow(x)=1+ax,\qquad b_\downarrow(x)=1-ax .$$

Then

$$e^{-\Delta\tau U n_\uparrow n_\downarrow}=\tfrac12\sum_{x=\pm1}b_\uparrow(x)^{n_\uparrow}\,b_\downarrow(x)^{n_\downarrow}.$$

Check the four occupations. An empty site gives 1. A single electron gives $\tfrac12[(1+a)+(1-a)]=1$. Two electrons give $(1+ax)(1-ax)=1-a^2=e^{-\Delta\tau U}$ for either $x$.

This is Hirsch's transformation. An equivalent form is $b_\sigma(x)=e^{-\Delta\tau U/2+\sigma\gamma x}$, with $\sigma=\pm1$ for up and down and $\cosh\gamma=e^{\Delta\tau U/2}$. The two agree because $e^{\pm\gamma}/\cosh\gamma=1\pm\tanh\gamma$ and $\tanh^2\gamma=1-1/\cosh^2\gamma=a^2$. For $U<0$ the number $a$ would be imaginary, and this real field could not be used.

**The example.** Take an open lattice of two rows and three columns, with sites 1, 2, 3 in the first row and 4, 5, 6 in the second. There are three up and two down electrons, $U=4$ and $\Delta\tau=0.1$. The factors $b$ are 1.574178 and 0.425822, so $a=0.574178$.

The trial is the free-electron ground state. Its orbitals are products of a row part $(1,\pm1)/\sqrt2$, with energy $\mp1$, and a column part. The column parts needed are $(\tfrac12,\tfrac1{\sqrt2},\tfrac12)$ with energy $-\sqrt2$ and $(\tfrac1{\sqrt2},0,-\tfrac1{\sqrt2})$ with energy 0. The three lowest levels are $-1-\sqrt2$, $-1$ and $1-\sqrt2$. Their amplitudes are:

- on site 1: $\tfrac1{2\sqrt2},\ \tfrac12,\ \tfrac1{2\sqrt2}$;
- on site 2: $\tfrac12,\ 0,\ \tfrac12$.

Up electrons fill all three levels and down electrons the first two. The densities on site 1 are

$$G_\uparrow=\tfrac18+\tfrac14+\tfrac18=0.5,\qquad G_\downarrow=\tfrac18+\tfrac14=0.375 .$$

The walker starts as the trial. The first kinetic half step only rescales its orbitals, because they are eigenvectors of $K$, and leaves these densities unchanged.

**The overlap ratios.** Since $n^2=n$, one has $b^n=1+(b-1)n$. The average of $b_\sigma^{n_\sigma}$ between trial and walker, divided by their overlap, is thus $1+(b_\sigma-1)G_\sigma$. The two spins factorize, so a field $x$ changes the overlap by the factor

$$R(x)=(1+axG_\uparrow)(1-axG_\downarrow)=1+ax(G_\uparrow-G_\downarrow)-a^2G_\uparrow G_\downarrow .$$

On site 1,

$$R(+1)=1.28709\times0.78468=1.00996,$$
$$R(-1)=0.71291\times1.21532=0.86641 .$$

The field $+1$ favours up electrons, and the site holds more of them, so this choice raises the overlap relative to the other.

**Probability and weight.** Heat-bath sampling draws $x$ in proportion to $R(x)$. The normalization must go into the weight:

$$N=\tfrac12[R(+1)+R(-1)]=1-a^2G_\uparrow G_\downarrow=0.93819,$$
$$p(+1)=\frac{R(+1)}{2N}=\frac{1.00996}{1.87637}=0.53825 .$$

The random number 0.1286 lies below $p(+1)$, so $x=+1$. The walker's weight is multiplied by $N$, whichever field is drawn.

The factor $N$ has a direct meaning: it is the mixed average of $e^{-\Delta\tau Un_\uparrow n_\downarrow}$ on this site. It is smaller where double occupation is more likely. If $G_\uparrow=G_\downarrow=G$, the two ratios are both $1-a^2G^2$, and as long as this is positive both fields have probability $\tfrac12$. If $U\to0$, then $a\to0$, and both the preference and the weight change disappear.

## The second site must know about the first

The field on site 1 has changed the walker, and with it the densities elsewhere. To find the change, drop the spin label. Let $\phi_i$ be row $i$ of the walker, and $\psi_i$ row $i$ of the trial written as a column. Define

$$G_{jk}=\phi_jS^{-1}\psi_k .$$

The operator $b^{n_i}$ multiplies every orbital amplitude on site $i$ by $b$, so $\phi_i\to b\phi_i$. Because $S=\sum_j\psi_j\phi_j$, with $c=b-1$,

$$S'=S+c\,\psi_i\phi_i .$$

This change has rank one. Factoring out $S$ gives

$$\frac{\det S'}{\det S}=\det(1+c\,S^{-1}\psi_i\phi_i)=1+cG_{ii}.$$

The last equality holds because $S^{-1}\psi_i\phi_i$ has rank one: its trace is $\phi_iS^{-1}\psi_i=G_{ii}$, and all its other eigenvalues vanish. Comparison with $1+(b-1)G$ above identifies $G_{ii}$ as the mixed density.

The new inverse is given by the Sherman–Morrison formula,

$$S'^{-1}=S^{-1}-\frac{c\,(S^{-1}\psi_i)(\phi_iS^{-1})}{1+cG_{ii}} .$$

To verify it, multiply from the left by $S'$:

$$S'S'^{-1}=1+c\,\psi_i\phi_iS^{-1}-\frac{c\,\psi_i\phi_iS^{-1}+c^2\psi_iG_{ii}\phi_iS^{-1}}{1+cG_{ii}}=1 .$$

The numerator of the fraction is $(1+cG_{ii})\,c\,\psi_i\phi_iS^{-1}$, which cancels the middle term.

For another site $j\ne i$, row $\phi_j$ is unchanged. Placing the new inverse between $\phi_j$ and $\psi_j$ gives

$$G'_{jj}=G_{jj}-\frac{c\,G_{ji}G_{ij}}{1+cG_{ii}} .$$

In the example $G$ is initially $\psi\psi^T$. Between sites 2 and 1, the first and third orbitals each contribute $\tfrac12\cdot\tfrac1{2\sqrt2}$ and the second contributes nothing. Hence $G_{21}^2=\tfrac18$ for up and $\tfrac1{32}$ for down. The old densities on site 2 are $\tfrac12$ and $\tfrac14$. With $c=+a$ for up and $c=-a$ for down,

$$G'_\uparrow=0.5-\frac{0.574178\times0.125}{1.28709}=0.44424,$$
$$G'_\downarrow=0.25+\frac{0.574178\times0.03125}{0.78468}=0.27287 .$$

Favouring an up electron on site 1 makes one less likely on site 2, while the down density there rises. Continuing in this way gives the complete sweep:

| site | random | $G_\uparrow$ | $G_\downarrow$ | $p(+1)$ | $x$ | $N$ |
|---|---|---|---|---|---|---|
| 1 | 0.1286 | 0.5000 | 0.3750 | 0.5383 | +1 | 0.9382 |
| 2 | 0.4993 | 0.4442 | 0.2729 | 0.5512 | +1 | 0.9600 |
| 3 | 0.6015 | 0.4428 | 0.4040 | 0.5118 | −1 | 0.9410 |
| 4 | 0.0287 | 0.5171 | 0.5040 | 0.5041 | +1 | 0.9141 |
| 5 | 0.1479 | 0.4447 | 0.3696 | 0.5228 | +1 | 0.9458 |
| 6 | 0.9282 | 0.4589 | 0.3499 | 0.5331 | −1 | 0.9471 |

The product of the six factors $N$ is 0.6940. Each kinetic half step multiplies the overlap by $e^{-\Delta\tau E_0/2}$, because the trial is an eigenstate of $K$ with energy $E_0=-7.2426$. This factor is $e^{0.36213}=1.4364$. The whole slice multiplies the weight by

$$1.4364\times0.6940\times1.4364=1.4318 .$$

Multiplying every weight by a further $e^{\Delta\tau E_T}$, with a trial energy $E_T$, controls the population size without changing relative weights.

## The general step

Start a sweep with a walker of weight $w$, overlap $O(\phi)>0$ and known inverses $S_\sigma^{-1}$. Visit the sites in a fixed order. At site $i$:

1. Compute $\phi_{\sigma,i}S_\sigma^{-1}$ and the densities $G_\sigma=\phi_{\sigma,i}S_\sigma^{-1}\psi_{\sigma,i}$.
2. Form $R_i(x)=\prod_\sigma[1+(b_\sigma(x)-1)G_\sigma]$ for both fields.
3. Set
$$N_i=\tfrac12\sum_x\max(R_i(x),0),\qquad p_i(x)=\frac{\max(R_i(x),0)}{2N_i}.$$
If $N_i=0$, remove the walker.
4. Draw $x$ from $p_i$ and replace $w$ by $wN_i$.
5. Multiply row $i$ of each $\phi_\sigma$ by $b_\sigma(x)$, and update each $S_\sigma^{-1}$ by the rank-one formula.

A field with $R_i(x)=0$ has probability zero, so the update never divides by zero in exact arithmetic. Very small ratios can still amplify rounding errors, which is a reason to recompute the inverses regularly.

A kinetic step multiplies $w$ by the ratio of the overlap after it to the overlap before it. The walker is removed if the new overlap is not positive. For a general trial this ratio depends on the walker.

**Why the weights are right.** Call a field path allowed if its overlap is positive after every site. On such a path $p_iN_i=\tfrac12R_i$, and the ratios telescope:

$$\prod_i p_iN_i=2^{-M}\prod_iR_i=2^{-M}\frac{O(\phi')}{O(\phi)} .$$

The mean contribution of the walker after the sweep is the sum over allowed paths of probability times contribution. Removed walkers contribute zero. With $B(x)$ the product of all site factors, so that $\phi'=B(x)\phi$,

$$\left\langle\frac{w'\phi'}{O(\phi')}\right\rangle=\sum_{\rm allowed}\Big(\prod_ip_i\Big)\,w\Big(\prod_iN_i\Big)\frac{\phi'}{O(\phi')}=\frac{w}{O(\phi)}\sum_{\rm allowed}2^{-M}B(x)\phi .$$

Here the determinants are added as many-electron states, not as matrices. If every path is allowed, the Hirsch identity turns the sum into $e^{-\Delta\tau V}\phi$. Importance sampling then changes the noise but not the mean. An enumeration of all 64 paths, including both kinetic half steps, confirms this against the propagator in the full many-electron basis.

**What is gained.** If the fields were drawn with probability $\tfrac12$ each, the weight would carry $\prod_iR_i$ instead of $\prod_iN_i$. In the example both choices have mean 0.6924. The standard deviation is 0.208 for uniform fields and 0.012 for the heat bath, or 30% and 1.8% of the mean. These figures concern the weight alone. An observable also depends on the drawn walker, which still varies from path to path. Take the mixed energy $E_L=\langle\psi|H|\phi'\rangle/\langle\psi|\phi'\rangle$ after this slice, with weighted mean $\bar E$. The spread of $w(E_L-\bar E)$, divided by the mean weight, falls only from 0.25 to 0.23.

At small $a$ the formulas show why the heat bath fluctuates less. The ratio $R$ depends on the field at order $a$, through $ax(G_\uparrow-G_\downarrow)$. The factor $N=1-a^2G_\uparrow G_\downarrow$ does not depend on the current field. It feels earlier fields through the densities, which they shift at order $a$, so $N$ varies at order $a^3$. This counting alone gives a factor $a^2=0.33$ here. The larger reduction in the example also depends on its coefficients, such as the products $G_{ji}G_{ij}$ that set the density shifts, and is not a general value. The orders $a$ and $a^3$ themselves need the two spins to differ. In a sweep from $\phi=\psi$ with the same orbitals for both spins the leading terms cancel, and the two spreads are of order $a^2$ and $a^4$, again in the ratio $a^2$.

The remaining spread also shows that this is not a joint heat bath, which would draw whole paths in proportion to their final overlap and give them all the same weight. In the example the total variation distance between the two laws is 0.007. The path-dependent weight corrects for the difference.

## Where the constraint acts

In the first sweep from $\phi=\psi$ no path can be cut. The accumulated site factors form a positive diagonal matrix $B_\sigma$, so $\psi_\sigma^TB_\sigma\psi_\sigma$ is positive definite and its determinant is positive. The kinetic half step of the example adds only positive orbital scalings.

Later walkers have no such protection. A mixed density is not an ordinary density and need not lie between 0 and 1. A spin factor $1\pm aG$ can become negative once $|G|>1/a$, which is 1.74 here. If one ratio is negative, $N_i$ is half the positive ratio and exceeds the full site average $\tfrac12[R_i(+1)+R_i(-1)]$. The negative contribution has been removed, not redistributed without bias.

One walker shows how strong this can be. It has random matrix entries, was not produced by the walk, and was selected from random candidates because some of its paths are cut in an order-dependent way. Its largest initial $|G|$ is 9.5. Of its 64 paths, 28 have positive overlap at the end of the sweep. The site-by-site rule keeps 5 of them. The other 23 cross to negative overlap and return. Visiting the sites in reverse order keeps 10 paths, and 11 paths are kept in one order but not in the other. The mean weight factor of the sweep is 0.89 in forward order and 6.37 in reverse order, against 1.27 for the signed sum over all 64 paths. The constrained result at finite $\Delta\tau$ can therefore depend on the site order.

For a fixed walker with $O>0$ these cuts disappear at small enough $\Delta\tau$: all $b_\sigma\to1$, so each of the finitely many intermediate overlaps tends to the positive starting value. There is no common threshold for all walkers, since some may lie arbitrarily close to $O=0$.

Refining the time step does not by itself remove the constrained-path bias. If $\psi$ were the exact ground state $\Psi_0$ with energy $E$, a walker with zero overlap could be discarded safely, because

$$\langle\Psi_0|e^{-\tau H}|\phi\rangle=e^{-\tau E}\langle\Psi_0|\phi\rangle=0 .$$

It would never contribute to the ground state. This holds for the exact propagator and for a walker exactly at zero overlap. The split slice obeys it only up to order $\Delta\tau^3$ per slice, and the site-by-site rule discards fields that make the overlap negative rather than zero, so at finite $\Delta\tau$ an error can remain even with the exact trial. For an approximate trial this argument fails, and the discarded paths may matter.

## Cost per time slice

Count multiplications and divisions for one walker. At each site and for each spin, the products $\phi_iS^{-1}$ and $S^{-1}\psi_i$ and the outer product in the update cost $N_\sigma^2$ each. The density, the scaling of one vector and the scaling of the walker row cost $N_\sigma$ each. With $c_0$ further scalar operations per site, the sweep costs

$$M\Big(3\sum_\sigma N_\sigma^2+3\sum_\sigma N_\sigma+c_0\Big).$$

In the program $c_0=15$. For 64 sites and 25 electrons of each spin this is

$$64\,(3\times1250+3\times50+15)=250\,560 .$$

Between two sweeps, adjacent kinetic half steps can be merged into $e^{-\Delta\tau K}$, with the constraint then checked after the merged step. The remaining work, with dense matrices, is:

- kinetic multiplication: $M^2\sum_\sigma N_\sigma=204\,800$;
- new overlap matrices: $M\sum_\sigma N_\sigma^2=80\,000$;
- their inverses: $\sum_\sigma N_\sigma^3=31\,250$.

The total is 566 610. Since $N_\sigma\le M$, the inverses do not exceed the order of the overlap matrices, and the slice scales as

$$O\Big(M^2\sum_\sigma N_\sigma+M\sum_\sigma N_\sigma^2\Big).$$

A direct evaluation that makes no use of the rank-one structure computes four new determinants at each site, for two spins and two fields. By elimination they cost $O(M\sum_\sigma N_\sigma^3)$ per sweep. In the same example the determinants alone take 1 337 600 operations, 5.3 times the whole heat-bath sweep. These are operation counts; the ratio of running times also depends on memory access and on the linear-algebra routines.

## Computed values

```
Lattice 2 x 3 open, sites: 6; electrons up, down: 3, 2
U = 4.0 t, dtau = 0.10 / t
gamma (no unit): 0.653733
factor b, spin parallel to field (no unit): 1.574178
factor b, spin opposite to field (no unit): 0.425822
free-electron energy E0: -7.242641 t
kinetic half-step factor, first (no unit): 1.436389
Worked sweep (all columns without unit):
site  random   G_up     G_down   R(+1)    R(-1)    p(+1)    x   N
  1   0.1286  0.50000  0.37500  1.00996  0.86641  0.53825  +1  0.93819
  2   0.4993  0.44424  0.27287  1.05843  0.86164  0.55125  +1  0.96004
  3   0.6015  0.44281  0.40400  0.96331  0.91873  0.51184  -1  0.94102
  4   0.0287  0.51710  0.50400  0.92160  0.90656  0.50411  +1  0.91408
  5   0.1479  0.44466  0.36959  0.98892  0.90272  0.52279  +1  0.94582
  6   0.9282  0.45893  0.34989  1.00967  0.88445  0.53305  -1  0.94706
product of N over the sweep: 0.693979
probability of this field path: 0.017824
kinetic half-step factor, last: 1.436389
weight factor of the whole slice: 1.431825
largest error of updated inverse: 2.2e-16
largest relative error, 64-path mean against exact slice: 1.3e-15
mean sweep weight over all paths: 0.692397
standard deviation of weight, heat bath: 0.012246
standard deviation of weight, uniform fields: 0.207876
smallest, largest heat-bath weight: 0.667265, 0.718410
total variation distance, sequential to joint law: 0.007153
random sweeps drawn: 4000; largest error of mean field: 0.0260
Near-node walker: largest |G| at start: 9.479
paths in all: 64; positive at end of sweep: 28
paths kept, forward order: 5; reverse order: 10
paths kept in one order but not the other: 11
probability to survive the forward sweep: 0.870757
paths kept at dtau = 1e-08 / t: 64
Cost example: sites 64, electrons per spin 25
Counts of multiplications and divisions per slice:
merged kinetic step: 204800
new overlap matrices: 80000
their inverses: 31250
heat-bath sweep: 250560
total: 566610
constant c per site in the sweep count: 15
four determinants per site instead, determinants alone: 1337600
ratio of that to the heat-bath sweep: 5.34
```
